# Photon bunching in EUV exposure: long-time limit and first correction

## The decision

A stochastic resist simulation must draw an absorbed-photon number for each pixel. The simplest choice is a Poisson law, whose variance equals its mean. Light from a hot plasma is bunched, however, so its counts fluctuate more. Whether the Poisson law may be kept depends on the size of \(\varepsilon\) in

\[
\operatorname{Var}N=\langle N\rangle(1+\varepsilon).
\]

For a thermal source with \(k_BT_s=30\) eV, observed near 92 eV, \(\varepsilon\) is at most about 0.05, and losses make it far smaller at the resist. A long exposure does not average this ratio away: it tends to a constant, with a correction that depends on the counting time.

The assumptions are thermal (Gaussian) light without gain, passive linear optics, no emitting region hotter than 30 eV, and counting of light near 92 eV alone. The source is steady while it is on. Energies are in eV and lengths in nm.

## One mode

A mode here includes its polarization. With \(x=E/k_BT_s\) and \(q=e^{-x}\), the normalized Boltzmann probability of \(m\) photons is \(p_m=(1-q)q^m\). Differentiating the geometric series once and twice gives

\[
\langle m\rangle=(1-q)\frac{q}{(1-q)^2}=\frac{1}{e^x-1}\equiv n,
\]
\[
\langle m(m-1)\rangle=(1-q)\frac{2q^2}{(1-q)^3}=2n^2 .
\]

Since \(\langle m^2\rangle=\langle m(m-1)\rangle+\langle m\rangle\),

\[
\operatorname{Var}m=2n^2+n-n^2=n(1+n).
\]

The first term is the Poisson variance and the second is bunching, so \(\varepsilon=n\) if every photon of the mode is counted. Here \(x=92/30=3.067\) and \(n=0.0489\).

The occupation depends strongly on temperature. From \(dn/dx=-n(1+n)\) and \(dx/d\ln T_s=-x\),

\[
\frac{d\ln n}{d\ln T_s}=x(1+n)=3.067\times1.049=3.2 .
\]

At fixed photon energy, \(n\) is 0.010 at 20 eV and 0.111 at 40 eV. The figure of 5 percent therefore belongs to the stated temperature.

A source that is not opaque does not exceed this occupation. If matter along a ray is in local equilibrium, the occupation \(f\) obeys \(df/ds=a(n_{\rm local}-f)\), where \(s\) is path length and \(a>0\) is the net absorption coefficient. Starting from a dark background, \(f\) relaxes towards the local thermal value and cannot pass the largest \(n_{\rm local}\). With gain, \(a<0\), and the bound is lost.

## Many modes and passive losses

Let \(a_j\) annihilate a photon in source mode \(j\), with independent thermal occupations \(n_j\). A counted output mode is

\[
b_p=\sum_j U_{pj}a_j+\text{vacuum operators},
\]

where the vacuum operators represent the unused ports that accompany loss. Let \(N=\sum_p b_p^\dagger b_p\). The commutator \([b_p,b_r^\dagger]=\delta_{pr}\) gives

\[
\langle N^2\rangle=\langle N\rangle+\sum_{pr}\langle b_p^\dagger b_r^\dagger b_pb_r\rangle .
\]

All annihilation operators now stand on the right, so the vacuum operators contribute nothing. Define \(A_{ij}=\sum_p U_{pi}^*U_{pj}\). The last sum becomes

\[
\sum_{ijkl}A_{ij}A_{kl}\langle a_i^\dagger a_k^\dagger a_ja_l\rangle .
\]

Independent modes with no preferred phase give a nonzero average only if the modes created are those annihilated. Hence

\[
\langle a_i^\dagger a_k^\dagger a_ja_l\rangle
=n_in_k(\delta_{ij}\delta_{kl}+\delta_{il}\delta_{kj}).
\]

For \(i=k\) this gives \(2n_i^2\), as found for one mode. With \(K_{ij}=\sqrt{n_i}A_{ij}\sqrt{n_j}\), the two pairings sum to \((\operatorname{Tr}K)^2+\operatorname{Tr}K^2\). Subtracting \(\langle N\rangle^2=(\operatorname{Tr}K)^2\) leaves

\[
\operatorname{Var}N=\operatorname{Tr}K+\operatorname{Tr}K^2,\qquad
\varepsilon=\frac{\operatorname{Tr}K^2}{\operatorname{Tr}K}.
\]

Let \(\eta\le1\) be the largest probability that a photon in any superposition of source modes is absorbed and counted. Then, for every vector \(v\),

\[
0\le v^\dagger Kv\le\eta\sum_j n_j|v_j|^2\le\eta n_{\max}v^\dagger v .
\]

The eigenvalues \(\kappa_r\) of \(K\) therefore lie between 0 and \(\eta n_{\max}\), and

\[
0\le\varepsilon=\frac{\sum_r\kappa_r^2}{\sum_r\kappa_r}\le\eta n_{\max}.
\]

Equality holds when equally occupied modes are all counted with the same efficiency. Loss that is equal for all modes multiplies \(K\), and hence \(\varepsilon\), by the survival probability: random deletion of photons removes correlated pairs faster than single photons. Loss that favours some modes can change \(\varepsilon\) either way, but never beyond the bound.

## Long counting time and its correction

Consider one spatial mode and one polarization, with constant occupation \(n\) across a frequency band of width \(B\), counted with efficiency \(\eta\) during a time \(T\). Since \(\operatorname{Tr}K\) and \(\operatorname{Tr}K^2\) are traces of products of \(A\) and the occupation matrix, they may be evaluated in the time representation. Apart from a carrier phase, which cancels in both traces, the kernel is \(\eta nQ\), where

\[
Q(t,t')=\frac{\sin[\pi B(t-t')]}{\pi(t-t')} .
\]

On the diagonal \(Q=B\), so \(\operatorname{Tr}Q=BT\equiv M\). Thus

\[
\varepsilon=\eta nR(M),\qquad R=\frac{\operatorname{Tr}Q^2}{M}.
\]

Measure time in units of \(1/B\). A separation \(u\) between two points of the window occurs with weight \(2(M-u)\), so

\[
\operatorname{Tr}Q^2=2M\int_0^M\frac{\sin^2\pi u}{\pi^2u^2}du
-2\int_0^M\frac{\sin^2\pi u}{\pi^2u}du .
\]

In the first term, the integral from zero to infinity is \(1/2\). Subtracting the tail and using \(\sin^2\pi u=(1-\cos2\pi u)/2\) gives

\[
M-\frac1{\pi^2}+\frac{M}{\pi^2}\int_M^\infty\frac{\cos2\pi u}{u^2}du .
\]

In the second term put \(y=2\pi u\):

\[
-\frac1{\pi^2}\int_0^{2\pi M}\frac{1-\cos y}{y}dy
=-\frac{\gamma+\ln(2\pi M)-\operatorname{Ci}(2\pi M)}{\pi^2}.
\]

Here \(\gamma=0.5772\) is Euler's constant and \(\operatorname{Ci}(z)=-\int_z^\infty(\cos y/y)\,dy\). Integration by parts gives the leading oscillating parts for large \(M\). The first term contributes \(-\sin(2\pi M)/(2\pi^3M)\), and the cosine integral contributes the same amount with a plus sign. They cancel, leaving a remainder of order \(M^{-2}\) in \(\operatorname{Tr}Q^2\). Division by \(M\) gives

\[
R(M)=1-\frac{1+\gamma+\ln(2\pi M)}{\pi^2M}+O(M^{-3}).
\]

The leading result is \(\varepsilon=\eta n\), independent of exposure time. Photons and temporal modes both grow in proportion to \(T\), so the number of photons per mode stays fixed. The relative noise of the dose still falls as \(1/\sqrt T\), as Poisson noise does; it is the ratio of the two variances that persists.

The correction is negative because pairs that straddle an end of the window are not both counted. Its logarithm comes from the \(1/u^2\) tail of the squared correlation, a consequence of the sharp band edges assumed here.

Diagonalizing \(Q\) on 400 Gauss–Legendre nodes gives \(R=0.656\), 0.942 and 0.992 for \(M=1\), 10 and 100. At \(M=1\) the asymptotic formula gives \(1-3.415/9.870=0.654\), so it is already useful there.

The opposite limit is also simple. For \(M\ll1\), the first integrand is nearly 1 throughout the window, \(\operatorname{Tr}Q^2\to M^2\), and \(R\to M\). Then \(\varepsilon\to\eta nM=\langle N\rangle\), which is the variance law of a single mode caught with small probability.

## A resist pixel

Take a 20 nm by 20 nm pixel, a dose of 30 mJ/cm² and an absorptance \(\alpha=0.20\). One photon of 92 eV has wavelength \(\lambda=13.48\) nm, and the dose corresponds to a fluence \(F=20.35\) photons/nm². The pixel receives \(20.353\times400=8141\) photons and absorbs \(0.20\times8141=1628\) on average. Its Poisson noise is \(1/\sqrt{1628}=2.48\) percent of the mean.

**Source ceiling.** If all source photons were counted, \(\varepsilon=0.0489\). The standard deviation would rise by the factor \(\sqrt{1.0489}=1.024\), and for the same mean count the noise would become 2.54 percent. With a 2 percent bandwidth, the lower band edge has occupation 0.05045, so the ceiling for the whole band is about 5.05 percent.

**Ceiling after losses.** Eleven reflections of 65 percent transmit \(0.65^{11}=0.00875\). With resist absorption,

\[
\varepsilon\lesssim0.04885\times0.00875\times0.20=8.5\times10^{-5}.
\]

This ceiling takes the same reflectivity across the whole band and is sensitive to its value: at 70 percent per mirror it would be \(1.9\times10^{-4}\), still negligible.

**Estimate from the dose.** Plane waves fill phase space with density \(d^3k/(2\pi)^3\) per polarization. The number crossing unit area per unit time is this density times \(c\cos\theta\). With \(k=2\pi/\lambda\) and \(dk=2\pi\,d\nu/c\),

\[
c\cos\theta\,\frac{k^2\,dk\,d\omega}{(2\pi)^3}
=\frac{\cos\theta\,d\omega\,d\nu}{\lambda^2},
\]

where \(d\omega\) is an element of solid angle. For two polarizations, uniform filling implies the wafer occupation

\[
\delta=\frac{F\lambda^2}{2\Omega BT}.
\]

A numerical aperture of 0.33 with 20 percent of the pupil filled gives a projected solid angle \(\Omega=\pi(0.33)^2(0.20)=0.0684\) sr. The bandwidth is \(B=4.45\times10^{14}\) Hz, and 250 pulses of 50 ns give \(T=12.5\) µs of light. Hence

\[
\delta=\frac{20.35\times(13.48)^2}{2(0.0684)(4.45\times10^{14})(12.5\times10^{-6})}
=4.9\times10^{-6},
\]

and \(\alpha\delta=9.7\times10^{-7}\). For uniform filling, even this is generous. In scalar optics the pixel spans only \(400\,\Omega/\lambda^2=0.15\) spatial modes per polarization. As in the short-time limit, the spatial reduction factor cannot exceed that trace, so uniform filling gives \(\varepsilon\lesssim1.5\times10^{-7}\). This is an estimate, not a ceiling. For a fixed duration and bandwidth, light concentrated in part of the pulse or part of the band has a higher occupation: a 50 ns pulse carrying half its energy in a 5 ns spike raises the figure by a factor of about 3. The ceiling after losses remains the general bound.

The finite-time correction is smaller still. One pulse has \(M=2.2\times10^7\), and the formula lowers \(\varepsilon\) by about \(9\times10^{-8}\) of itself. Equal pulses treated as independent add their means and variances, so their number does not change \(\varepsilon\).

## Noise outside the ideal statement

**Pulse energy.** Let the dose carry a random factor \(W\) of mean 1. The variance is the mean conditional variance plus the variance of the conditional mean, \(\langle N\rangle+\langle N\rangle^2\operatorname{Var}W\), when bunching is neglected. For \(P\) independent pulses with relative energy noise \(s\), \(\operatorname{Var}W=s^2/P\). With \(s=0.03\), the added fraction of the Poisson variance is \(1628(0.03)^2/250=0.0059\), well above the bunching ceiling after losses.

**Soft light.** Variances of independent bands add, so \(\varepsilon\) is the count-weighted mean of their values. At 6 eV the 30 eV blackbody occupation is 4.52. If 1 percent of counts came from such light, the lossless ceiling would become \(0.99(0.0489)+0.01(4.52)=0.094\). The 5 percent figure therefore requires in-band counting.

**Electron yield.** Let each absorbed photon release an independent number \(g\) of electrons. The total has variance \(\langle N\rangle\operatorname{Var}g+\langle g\rangle^2\operatorname{Var}N\). Dividing by \(\langle g\rangle^2\langle N\rangle\) gives \(1+\varepsilon+\operatorname{Var}g/\langle g\rangle^2\). As an illustration, six trials of probability one half have mean 3 and variance 1.5, adding \(1.5/9=0.167\). This exceeds even the source ceiling.

The optical and exposure parameters are rough values for an EUV scanner; the soft-light share and the yield law are illustrative. A real source plasma is neither uniform nor fully in equilibrium. If its effective temperature at 92 eV were 40 eV, the source ceiling would be 11 percent, and the ceiling after the same losses would still be only about \(2\times10^{-4}\). Real pulses also vary in energy, and errors shared by all pulses would not average down: a common 3 percent error would add \(1628(0.03)^2=1.5\) times the Poisson variance.

For these parameters, and for thermal in-band light, the Poisson law is adequate for absorbed photons at fixed dose. Dose variation and electron yield need their own terms.
